# Slater's transition-state rule and its generalization: quadrature errors relative to ΔSCF, part 1

(Sections cited here and not found follow in the second part.)

**Q.** The transition-state rule is said to give an ionization energy from one orbital energy, computed with half an electron removed. An ionization energy is a difference of two total energies, and half an electron does not exist. What is being claimed?

**A.** The claim concerns a function that interpolates between the two total energies. Use Hartree atomic units and fixed nuclei. Take a complete orthonormal set of spin-orbitals $\varphi_i$, each of definite spin $\sigma_i$, with occupations $0\le n_i\le 1$, and define

$$\rho_\sigma(\mathbf r)=\sum_{i\in\sigma} n_i|\varphi_i(\mathbf r)|^2,\qquad \rho=\rho_\uparrow+\rho_\downarrow,$$

$$E[\{\varphi\},\{n\}]=\sum_i n_i\langle\varphi_i|-\tfrac12\nabla^2|\varphi_i\rangle+\int v\rho\,d^3r+E_H[\rho]+E_{xc}[\rho_\uparrow,\rho_\downarrow].$$

Here $v$ is the nuclear potential, $E_H=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'$, and $E_{xc}$ is an approximate functional with a functional derivative, such as the local spin density approximation (LSDA). At integer occupations this is the Kohn–Sham energy expression, and it is equally well defined at fractional ones. Remove an amount $x$ from one spin-orbital, so that its occupation is $n=1-x$, hold the other occupations fixed, and make the energy stationary with respect to the orbitals. Call the result $E(x)$. The target is

$$\Delta E=E(1)-E(0),$$

the difference of two self-consistent energies in the same functional, known as $\Delta$SCF. The half-ionized system is only a point on the curve $E(x)$, and every error below is relative to this $\Delta E$, not to experiment.

**Q.** "Stationary" needs a definition when the occupations differ. Are the orbitals still eigenfunctions of one operator?

**A.** They can be chosen so. At fixed occupations a change of the orbitals changes the density by $\delta\rho_\sigma=\sum_{i\in\sigma}n_i(\delta\varphi_i^*\varphi_i+\varphi_i^*\delta\varphi_i)$. The potential terms respond with $\sum_\sigma\int(v+v_H+v_{xc,\sigma})\,\delta\rho_\sigma$, where $v_H=\delta E_H/\delta\rho$ and $v_{xc,\sigma}=\delta E_{xc}/\delta\rho_\sigma$. Adding the kinetic term gives

$$\delta E=\sum_i n_i\big(\langle\delta\varphi_i|h|\varphi_i\rangle+\langle\varphi_i|h|\delta\varphi_i\rangle\big),\qquad h=-\tfrac12\nabla^2+v+v_H+v_{xc,\sigma_i}.$$

Because the set is complete, empty orbitals included, any change within one spin can be written $\delta\varphi_i=\sum_k\varphi_k\kappa_{ki}$. Orthonormality is kept to first order if $\langle\delta\varphi_i|\varphi_k\rangle+\langle\varphi_i|\delta\varphi_k\rangle=\kappa_{ki}^*+\kappa_{ik}=0$. With $h_{ik}=\langle\varphi_i|h|\varphi_k\rangle$,

$$\delta E=\sum_{ik}n_i\big(\kappa_{ki}^*h_{ki}+\kappa_{ki}h_{ik}\big).$$

In the first term put $\kappa_{ki}^*=-\kappa_{ik}$ and exchange the names of the dummy indices, which turns it into $-\sum_{ik}n_k\kappa_{ki}h_{ik}$. Hence

$$\delta E=\sum_{ik}(n_i-n_k)\,\kappa_{ki}\,h_{ik}.\tag{1}$$

Rotate a single pair, $\kappa_{ki}=\kappa$ and $\kappa_{ik}=-\kappa^*$. The two surviving terms add to $2(n_i-n_k)\,\mathrm{Re}(\kappa h_{ik})$, which vanishes for every complex $\kappa$ only if

$$(n_i-n_k)\,h_{ik}=0.\tag{2}$$

So $h$ does not connect orbitals of different occupation. A unitary mixing among orbitals of equal occupation leaves $\sum_i n_i|\varphi_i\rangle\langle\varphi_i|$ unchanged, and with it the density, the kinetic energy and $h$; that freedom diagonalizes $h$ within each such group. The orbital with occupation $1-x$, $0<x<1$, is alone in its group and obeys $h\varphi=\varepsilon\varphi$. In a finite basis that does not depend on $x$ the same argument holds within the span of the basis.

**Q.** When the occupation changes, all orbitals relax. The slope of $E$ must contain that relaxation. How can it be an orbital energy alone?

**A.** Assume that the stationary orbitals follow one branch that is differentiable in $n_i$. The total derivative has an explicit part and a part through the orbitals. At fixed orbitals $\partial\rho_\sigma/\partial n_i=|\varphi_i|^2$ for $\sigma=\sigma_i$, so the explicit part is

$$\langle\varphi_i|-\tfrac12\nabla^2|\varphi_i\rangle+\int(v+v_H+v_{xc,\sigma_i})|\varphi_i|^2d^3r=h_{ii}=\varepsilon_i .$$

Along the branch the orbitals stay orthonormal, so their change is a rotation of the kind in (1), and by (2) every term of (1) is zero. What remains is Janak's theorem,

$$\frac{dE}{dn_i}=\varepsilon_i .\tag{3}$$

Relaxation has not been neglected. It drops out of the first derivative of the energy, and it enters through the dependence of $\varepsilon_i$ on the occupation. Frozen orbitals would give a different curve with a different end point.

If several occupations depend on $x$, the chain rule gives $dE/dx=\sum_i\varepsilon_i\,dn_i/dx$. For one orbital $dn/dx=-1$. For equal removal from $g$ degenerate orbitals, $dn_i/dx=-1/g$ for each and the sum is again $-\varepsilon$. In both cases

$$F(x)\equiv-\varepsilon\big|_{\text{removed amount }x}=\frac{dE}{dx}.\tag{4}$$

At $x=0$, $F$ means the limit along the branch. Since $h_{ik}=0$ for all $x>0$, continuity makes the limiting orbital an eigenfunction of the neutral system's $h$, and $F(0)$ is minus its eigenvalue. The branch is most easily held fixed by symmetry: if the occupations are assigned within each irreducible representation and $h$ is totally symmetric, then $h_{ik}$ vanishes between representations and (2) holds there automatically. The point need only be stationary, not a minimum. If the hole jumps to another orbital on the way, or the solution leaves its branch for a new one at a bifurcation, differentiability can be lost at that $x$.

**Q.** Suppose (4) holds. Where does one half come from?

**A.** Integrating (4),

$$\Delta E=\int_0^1F(x)\,dx=-\int_0^1\varepsilon(n)\,dn,\tag{5}$$

where the second form, for one orbital, uses $x=1-n$, $dx=-dn$ and the exchange of limits. Any estimate of $\Delta E$ as a weighted sum of a few values of $F$ along the path is therefore a quadrature rule for (5). With one evaluation the rule is $wF(a)$. Exactness for $F=1$ requires $w=1$, and exactness for $F=x$ requires $wa=\int_0^1x\,dx=\frac12$. This fixes Slater's transition-state rule,

$$\Delta E\approx F(\tfrac12)=-\varepsilon(n=\tfrac12).$$

It is exact for linear $F$, that is for quadratic $E$. The slope $F'(x)=-d\varepsilon/dx=d\varepsilon/dn$ is the rate at which the level rises as it is filled, which for one orbital may be read as an effective, relaxed self-repulsion; it also contains exchange and correlation and need not be positive (in the one-electron model below, the term in $n^{1/3}$ makes it negative near $x=1$). The choice $a=0$, minus the eigenvalue of the neutral system, omits the whole term $F'/2$; the midpoint includes it.

**Q.** And if $F$ is not linear? I want the error with its sign and its factor.

**A.** Suppose first that the Taylor series of $F$ about $\frac12$ may be integrated term by term over $[0,1]$. With $u=x-\frac12$,

$$\Delta E=\sum_{m\ge0}\frac{F^{(m)}(\frac12)}{m!}\int_{-1/2}^{1/2}u^m\,du .$$

For odd $m$ the integrand is odd and the integral vanishes. For $m=2k$ it is $2(\frac12)^{2k+1}/(2k+1)=1/[2^{2k}(2k+1)]$, and division by $(2k)!$ gives the coefficient $1/[2^{2k}(2k+1)!]$. This is $1$ for $k=0$, $1/(4\cdot6)=1/24$ for $k=1$ and $1/(16\cdot120)=1/1920$ for $k=2$:

$$\Delta E=F(\tfrac12)+\frac{F''(\frac12)}{24}+\frac{F''''(\frac12)}{1920}+\dots\tag{6}$$

By (4), $F''=d^3E/dx^3$. Each derivative in $x$ is minus a derivative in $n$, so $F''=-d^2\varepsilon/dn^2=-d^3E/dn^3$, and in terms of the occupation

$$\Delta E=-\varepsilon(\tfrac12)-\frac1{24}\frac{d^3E}{dn^3}\Big|_{n=1/2}-\dots$$

If $F$ is convex in $x$, the transition state lies below $\Delta E$.

The same content can be read from an expansion about the neutral system, $E(x)=\sum_kE_kx^k$. Then $\Delta E=\sum_{k\ge1}E_k$ and $F(\frac12)=\sum_kkE_k/2^{k-1}$, so the error carries $E_k$ with the factor $1-k/2^{k-1}$, which is $0,\,0,\,\frac14,\,\frac12,\,\frac{11}{16}$ for $k=1,\dots,5$. Since $E_3=E'''(0)/6$, the leading error $E_3/4$ is $E'''(0)/24$. The expansion about the midpoint is the better bookkeeping, because there the next order is absent.

**Q.** That rests on a convergent series, which you assumed. Is there a statement without dots?

**A.** There is. Let $F''$ be continuous on $[0,1]$, and write $(y)_+=y$ for $y>0$ and $0$ otherwise. Integrating $\int_0^x(x-t)F''(t)\,dt$ once by parts gives $-xF'(0)+\int_0^xF'dt$, so

$$F(x)=F(0)+xF'(0)+\int_0^1(x-t)_+F''(t)\,dt .$$

Apply the linear error functional $L_S[F]=\int_0^1F\,dx-F(\frac12)$. It gives zero on $1$ and on $x$. On the last term, exchange the order of integration:

$$L_S[F]=\int_0^1K_S(t)F''(t)\,dt,\qquad K_S(t)=\int_t^1(x-t)\,dx-(\tfrac12-t)_+=\frac{(1-t)^2}{2}-(\tfrac12-t)_+ .$$

For $t\ge\frac12$ this Peano kernel is $(1-t)^2/2$. For $t\le\frac12$ it is $\frac12-t+\frac{t^2}2-\frac12+t=t^2/2$. It is never negative, and $\int_0^1K_S\,dt=2\int_0^{1/2}\frac{t^2}{2}dt=2\cdot\frac1{48}=\frac1{24}$. Therefore $24L_S[F]$ is a weighted average of $F''$ with non-negative weights of total one. Such an average lies between the least and the greatest value of $F''$, and a continuous function takes every value in between:

$$\Delta E-F(\tfrac12)=\frac{F''(\xi)}{24}=\frac1{24}\frac{d^3E}{dx^3}\Big|_\xi\quad\text{for some }\xi\in[0,1].\tag{7}$$

Equation (7) is exact, but $\xi$ is unknown. It yields the bound $|\Delta E-F(\frac12)|\le\max|F''|/24$. Setting $\xi=\frac12$, the centroid of the symmetric kernel, gives the leading term of (6), which is an estimate, good when $F''$ varies little over the middle of the interval where $K_S$ is large.

**Q.** The generalized rule uses removals of $0$ and $\frac23$. The first is natural. The second looks arbitrary.

**A.** It is forced. The eigenvalue at $x=0$ comes with the calculation on the neutral system, so admit it as a node and allow one fractional calculation at a free point: $w_0F(0)+w_1F(a)$. Three unknowns permit three conditions, exactness for $F=1,\,x,\,x^2$:

$$w_0+w_1=1,\qquad w_1a=\tfrac12,\qquad w_1a^2=\tfrac13 .$$

The second condition makes $w_1a$ nonzero, so the third may be divided by it: $a=\frac13/\frac12=\frac23$. Then $w_1=\frac12/\frac23=\frac34$ and $w_0=\frac14$. The solution is unique, and it is the two-point Radau rule:

$$\Delta E\approx\tfrac14\big[F(0)+3F(\tfrac23)\big]=-\tfrac14\big[\varepsilon(n=1)+3\,\varepsilon(n=\tfrac13)\big].\tag{8}$$

The fraction $\frac23$ is the amount removed; the orbital keeps one third of an electron. In the power series, $F(0)=E_1$ and $F(\frac23)=\sum_kkE_k(\frac23)^{k-1}$. The error factor for $k=1$ is $1-\frac14-\frac34=0$, and for $k\ge2$ it is $1-\frac34k(\frac23)^{k-1}$. This equals $1-\frac34\cdot\frac43=0$ for $k=2$, $1-\frac94\cdot\frac49=0$ for $k=3$, $1-3\cdot\frac8{27}=\frac19$ for $k=4$ and $1-\frac{15}4\cdot\frac{16}{81}=\frac7{27}$ for $k=5$. The cubic term of the energy is now reproduced, and the leading error is $E_4/9=E''''(0)/(24\cdot9)=E''''(0)/216$. The nonzero factor at $k=4$ shows that no rule of this form reaches one order further.

**Q.** Does (8) have an exact remainder like (7)? A kernel that changes sign would spoil the argument.

**A.** Its kernel keeps one sign. Let $F'''$ be continuous on $[0,1]$. One more integration by parts extends Taylor's formula to

$$F(x)=F(0)+xF'(0)+\tfrac12x^2F''(0)+\int_0^1\tfrac12(x-t)_+^2F'''(t)\,dt .$$

The functional $L_G[F]=\int_0^1F\,dx-\frac14F(0)-\frac34F(\frac23)$ gives zero on $1,x,x^2$. The function $(x-t)_+^2$ vanishes at $x=0$, so that node contributes nothing, and

$$L_G[F]=\int_0^1K_G(t)F'''(t)\,dt,\qquad K_G(t)=\frac{(1-t)^3}6-\frac38\big(\tfrac23-t\big)_+^2 .$$

For $t\ge\frac23$, $K_G=(1-t)^3/6$. For $t\le\frac23$, over the denominator 24,

$$K_G=\frac{4(1-3t+3t^2-t^3)-9(\frac49-\frac43t+t^2)}{24}=\frac{3t^2-4t^3}{24}=\frac{t^2(3-4t)}{24},$$

because the constants cancel ($4-4$), the linear terms cancel ($-12t+12t$) and $12t^2-9t^2=3t^2$. The factor $3-4t$ is positive for $t<\frac34$, which covers the piece. The integral is

$$\frac1{24}\Big(\frac8{27}-\frac{16}{81}\Big)+\frac1{24}\cdot\frac1{81}=\frac{8+1}{24\cdot81}=\frac1{216},$$

and the averaging argument gives

$$\Delta E-\tfrac14\big[F(0)+3F(\tfrac23)\big]=\frac{F'''(\xi)}{216}=\frac1{216}\frac{d^4E}{dx^4}\Big|_\xi .\tag{9}$$

Four derivatives bring an even number of sign changes, so $d^4E/dx^4=d^4E/dn^4$.

The kernel is not symmetric, and the best single point at which to evaluate $F'''$ is its centroid $\bar t$. Monomials supply the moments. For $F=x^4$, $F'''=24t$ and $L_G=\frac15-\frac34\cdot\frac{16}{81}=\frac15-\frac4{27}=\frac7{135}$, so $\bar t=216\cdot\frac7{135}\cdot\frac1{24}=\frac7{15}$. For $F=x^5$, $F'''=60t^2$ and $L_G=\frac16-\frac34\cdot\frac{32}{243}=\frac16-\frac8{81}=\frac{11}{162}$, so $\overline{t^2}=216\cdot\frac{11}{162}\cdot\frac1{60}=\frac{11}{45}$. The variance is $\frac{11}{45}-\frac{49}{225}=\frac{55-49}{225}=\frac2{75}$. Expanding $F'''(t)$ about $\bar t$ under the integral, the linear term averages to zero and the quadratic term gives $\frac12F^{(5)}\cdot\frac2{75}\cdot\frac1{216}$:

$$L_G[F]=\frac{F'''(\frac7{15})}{216}+\frac{F^{(5)}(\frac7{15})}{16200}+\dots\tag{10}$$

**Q.** You speak of leading and higher orders, but there is no small parameter. The interval has length one.

**A.** A parameter appears if only an amount $\delta$ is removed. Put $x=\delta s$ and $G(s)=F(\delta s)$, so that $E(\delta)-E(0)=\delta\int_0^1G\,ds$ and $G^{(k)}(s)=\delta^kF^{(k)}(\delta s)$. Applying (6) and (10) to $G$ and multiplying by $\delta$,

$$E(\delta)-E(0)=\delta F(\tfrac\delta2)+\frac{\delta^3}{24}F''(\tfrac\delta2)+\frac{\delta^5}{1920}F''''(\tfrac\delta2)+\dots,\tag{11}$$

$$E(\delta)-E(0)=\frac\delta4\big[F(0)+3F(\tfrac{2\delta}3)\big]+\frac{\delta^4}{216}F'''(\tfrac{7\delta}{15})+\frac{\delta^6}{16200}F^{(5)}(\tfrac{7\delta}{15})+\dots\tag{12}$$

As $\delta\to0$ the errors are of order $\delta^3$ and $\delta^4$, and the generalized rule wins if $F''(0)\ne0$. At $\delta=1$ the objection stands. The hierarchy then rests on the small numerical coefficients and on the derivatives of $F$ not growing fast, which is a property of the system and the functional and cannot be had from the quadrature theory.

**Q.** Show me a case where the hierarchy fails.

**A.** Take one spin-up electron of occupation $n$ around a nucleus of charge 1, in the orbital $\varphi=(\zeta^3/\pi)^{1/2}e^{-\zeta r}$ with $\zeta$ as the only variational freedom, and exchange-only LSDA, $E_x=-\frac34(6/\pi)^{1/3}\int\rho_\uparrow^{4/3}d^3r$. For this orbital $\langle-\frac12\nabla^2\rangle=\frac12\int|\nabla\varphi|^2d^3r=\zeta^2/2$ and $\langle1/r\rangle=4\zeta^3\int_0^\infty re^{-2\zeta r}dr=\zeta$.

For the Hartree energy set $\zeta=1$ and $n=1$. The charge inside $r$ is $1-e^{-2r}(1+2r+2r^2)$ and the outer shells contribute $\int_r^\infty4se^{-2s}ds=e^{-2r}(1+2r)$, so $v_H=\frac1r-e^{-2r}(1+\frac1r)$. Then $J=\frac12\int_0^\infty4r^2e^{-2r}v_H\,dr=\frac12(1-\frac18-\frac14)=\frac5{16}$, and in general $E_H=Jn^2\zeta$, since it is quadratic in the density and scales as an inverse length. For exchange, $\int\rho_\uparrow^{4/3}d^3r=n^{4/3}\zeta^4\pi^{-4/3}\,4\pi\cdot2/(8\zeta/3)^3=\frac{27}{64}\pi^{-1/3}n^{4/3}\zeta$, so $E_x=-Cn^{4/3}\zeta$ with $C=\frac{81}{256}6^{1/3}\pi^{-2/3}=0.268037$. The energy is

$$E(n,\zeta)=\tfrac12n\zeta^2-n\zeta\,\big(1-Jn+Cn^{1/3}\big).$$

Setting $\partial E/\partial\zeta=0$ gives $\zeta=1-Jn+Cn^{1/3}$ and $E=-\frac12n\zeta^2$. Janak's argument survives in this restricted space, with $\varepsilon$ the expectation value $\langle\varphi|h|\varphi\rangle$, because the response term is $(\partial E/\partial\zeta)(d\zeta/dn)=0$. Multiplying out,

$$\tfrac12n\zeta^2=\tfrac12n+Cn^{4/3}+\tfrac12C^2n^{5/3}-Jn^2-JCn^{7/3}+\tfrac12J^2n^3,$$

and $F=-dE/dn$ is

$$F=\tfrac12+\tfrac43Cn^{1/3}+\tfrac56C^2n^{2/3}-2Jn-\tfrac73JCn^{4/3}+\tfrac32J^2n^2,\qquad n=1-x .$$

The term in $n^{1/3}$ makes $F''\sim n^{-5/3}$ and $F'''\sim n^{-8/3}$ diverge at $x=1$, where the spin density vanishes.

The target is $\Delta E=\frac12\zeta(1)^2=\frac12(1-0.312500+0.268037)^2=0.456526$ Ha. The transition state is $F(\frac12)=0.467930$ Ha, with error $0.456526-0.467930=-0.011404$ Ha, while $F''(\frac12)/24=-0.005441$ Ha is only $0.48$ of it. The generalized rule gives $(0.243294+3\times0.539350)/4=0.465336$ Ha, with error $-0.008810$ Ha. That is $0.77$ of the transition-state error, and $F'''(\frac7{15})/216=-0.004396$ Ha is half of it.

Both rules are now quadratures of $F$ with derived remainders, yet in the one-electron model the leading error terms give only about half of the actual errors. It remains to explain that discrepancy, to see what the exact functional would give, and to test the rules on a real atom.
